Lanczos continued fractions, their moments, and the square-root terminator

**1. What scaling and symmetry fix**

Let H be a bounded Hermitian operator and |u₀> a normalised state. The diagonal resolvent element

G(z) = <u₀|(z − H)⁻¹|u₀>

has the dimension of an inverse energy. Suppose that H is represented by a semi-infinite chain with equal site energies a and equal real couplings b > 0. No other energy is present, and a shift of H by a constant shifts z by the same constant. The resolvent element t(z) at the end of this chain must therefore have the form

t(z) = (1/b) f(x), x = (z − a)/b.

Reversing the sign of every second basis vector reverses the sign of all couplings. Hence H − a and −(H − a) have the same end element, so f(−x) = −f(x), and the density of states is symmetric about a. The function f remains to be found, as does the way in which a general H leads to such a chain. All coefficients below are energies; ħ, m and e do not enter. The density on the real axis is

ρ(E) = −(1/π) Im G(E + i0).

**2. From the recursion to the fraction**

Set |u₋₁> = 0 and generate vectors by

b_{k+1}|u_{k+1}> = (H − a_k)|u_k> − b_k|u_{k−1}>, a_k = <u_k|H|u_k>,

where b_{k+1} > 0 is the norm of the right-hand side. If that norm vanishes, the recursion ends and the finite fraction is exact.

The vectors are orthonormal, by induction. Let |w> be the right-hand side, with u₀ … u_k already orthonormal.

- <u_k|w> = a_k − a_k = 0.
- H|u_{k−1}> contains b_k|u_k>, so <u_{k−1}|w> = b_k − b_k = 0.
- For j < k − 1, H|u_j> contains no vector beyond u_{j+1}, so <u_j|w> = 0.

In this basis H is a tridiagonal matrix T with diagonal a_k and off-diagonal b_k.

Let G_k be the first diagonal resolvent element of the part of T that starts at level k. Partition the equation (z − T)x = e_k for that part into its first row and the rest:

(z − a_k)x_k − b_{k+1}x_{k+1} = 1,
x_{k+1} = G_{k+1} b_{k+1} x_k.

The second line holds because the remaining levels are driven only through the coupling b_{k+1}x_k. Since x_k = G_k, elimination gives

G_k = 1/(z − a_k − b_{k+1}²G_{k+1}),

and repetition from k = 0 gives

G = 1/(z − a₀ − b₁²/(z − a₁ − b₂²/(z − a₂ − …))).

The term b_{k+1}²G_{k+1} is the self-energy of level k due to all later levels.

**3. Why n levels give 2n moments**

Let μ_p = <u₀|Hᵖ|u₀>. Cutting after n levels keeps a₀ … a_{n−1} and b₁ … b_{n−1}, which form the block T_n. One application of T moves a vector at most one level outward. Therefore

v ≡ T^{n−1}e₀ = T_n^{n−1}e₀,

and lower powers agree as well. Moments up to 2n − 2 are scalar products of two such vectors, and μ_{2n−1} = vᵀTv = vᵀT_n v, since v lies inside the block. Thus μ₀ … μ_{2n−1}, 2n moments in all, are reproduced.

At the next order T carries v out of the block:

Tⁿe₀ = T_nv + b_n v_{n−1} e_n.

The last component of v can be reached only by n − 1 outward steps, so v_{n−1} = b₁ … b_{n−1}. The two terms are orthogonal, and the squared norm gives

μ_{2n} − μ_{2n}⁽ⁿ⁾ = b₁²b₂² … b_n² > 0.

The count 2n therefore cannot be improved for a plain cut with b_n > 0. The cut fraction has n real poles, the eigenvalues of T_n. Their weights are the squared first components of its eigenvectors. It is a set of lines, whatever the true spectrum.

**4. An exact error formula**

Define P₀ = 1, P₁ = z − a₀, Q₀ = 0, Q₁ = 1, and for k ≥ 1

P_{k+1} = (z − a_k)P_k − b_k²P_{k−1},

with the same recurrence for Q_k. Let F_n(s) be the n-level fraction whose last denominator is z − a_{n−1} − s. Then

F_n(s) = (Q_n − sQ_{n−1})/(P_n − sP_{n−1}).

This is true for n = 1. Adding a level means replacing s by b_n²/(z − a_n − s). Multiplying numerator and denominator by z − a_n − s turns the numerator into

(z − a_n)Q_n − b_n²Q_{n−1} − sQ_n = Q_{n+1} − sQ_n,

and likewise the denominator, which completes the induction.

Let W_n = Q_nP_{n−1} − Q_{n−1}P_n. The terms with z − a_n cancel in W_{n+1}, leaving W_{n+1} = b_n²W_n. Since W₁ = 1,

W_n = b₁² … b_{n−1}².

The true resolvent is F_n(b_n²G_n). Let an approximation use τ(z) in place of G_n. Subtracting the two quotients, the products Q_nP_n and Q_{n−1}P_{n−1} cancel, and

G − G̃ = b₁² … b_n² (G_n − τ)/[D_n(G_n) D_n(τ)],
D_n(y) = P_n − b_n² y P_{n−1}.

A plain cut is τ = 0. The error has two causes: a wrong tail, and the sensitivity of the first site to that tail.

**5. The uniform tail**

For constant coefficients every G_k equals t, so

b²t² − (z − a)t + 1 = 0.

The roots have product 1/b². A resolvent element decays as 1/z, which selects

t(z) = [z − a − √(z − a − 2b) √(z − a + 2b)]/(2b²)

with principal square roots. At large |z| their product is (z − a) − 2b²/(z − a) + …, which gives t ≈ 1/(z − a). Using two roots also keeps t continuous across the real axis below the band, where both change sign.

If |bt| = 1, write bt = e^{−iθ}. The quadratic then gives z − a = b²t + 1/t = 2b cos θ, a point of the band [a − 2b, a + 2b]. Off the band |bt| cannot cross 1, so the chosen root has |bt| < 1 throughout. Approaching the band from above gives

t = [E − a − i√(4b² − (E − a)²)]/(2b²),
ρ_t(E) = √(4b² − (E − a)²)/(2πb²).

The area under the square root is 2πb², so ρ_t has unit weight. This supplies the function f of section 1.

The uniform chain shows how cutting fails. Its recurrence for P_k has the solutions t^{−k} and (b²t)^k. Matching P₀ and P₁ gives

P_n = [t^{−n−1} − (b²t)^{n+1}]/(t⁻¹ − b²t).

Here Q_n = P_{n−1}, so the cut fraction is

G⁽ⁿ⁾ = t[1 − (bt)²ⁿ]/[1 − (bt)²ⁿ⁺²].

Its error is G⁽ⁿ⁾ − t = −t(bt)²ⁿ[1 − (bt)²]/[1 − (bt)²ⁿ⁺²]. Off the band (bt)²ⁿ → 0, so the ratio of successive errors tends to (bt)² for large n. At the upper edge bt → 1 and G⁽ⁿ⁾ = t n/(n + 1), a relative error of 1/(n + 1). Inside the band |bt| = 1 and there is no pointwise limit.

The rate survives when a_k → a and b_k → b. From the recurrences, D_{n+1}(G_{n+1}) = D_n(G_n)/G_n. The error formula with τ = 0 then gives the ratio of successive errors

b_{n+1}² G_{n+1} P_n/P_{n+1}.

For z nonreal, or real and beyond the extremes of the spectrum, G_{n+1} → t. Because P_n = det(z − T_n), the quotient P_n/P_{n+1} is the last diagonal resolvent element of T_{n+1}. Seen from that end the chain becomes uniform over a growing length, so this quotient also tends to t. The ratio tends to (bt)².

**6. Attaching the terminator**

If the coefficients approach a and b, take τ = t, with a at the band centre and b one quarter of the band width. Put s = b_n²t. Multiplying F_n(s) by the conjugate denominator leaves the imaginary part

Im s (Q_nP_{n−1} − Q_{n−1}P_n) = W_n Im s

in the numerator, because |s|²Q_{n−1}P_{n−1} is real. Hence

ρ̃(E) = b₁² … b_n² ρ_t(E)/|D_n(t)|².

This is positive inside the assumed band. The denominator cannot vanish there: its imaginary part would require P_{n−1} = 0, its real part then P_n = 0, and W_n would vanish.

Including b_n gains one moment. The vector Tⁿe₀ is now correct, so μ₀ … μ_{2n} are reproduced. Its component on level n is b₁ … b_n, and the first possible error is

μ_{2n+1} − μ̃_{2n+1} = b₁² … b_n²(a_n − a).

If a_n = a, the first n + 1 levels are all correct. By section 3 the next outward step contributes b_{n+1}² in the true moment and b² in the other, so

μ_{2n+2} − μ̃_{2n+2} = b₁² … b_n²(b_{n+1}² − b²).

The algorithm needs one application of H per level:

1. Run the recursion for n steps and inspect a_k and b_k for a single limit.
2. Fix a and b from the band edges, if known, or from the limits.
3. Start with g = t(z). For k = n − 1 down to 0, replace g by 1/(z − a_k − b_{k+1}²g).
4. Search outside the band for zeros of D_n(t), which are isolated poles.

**7. Simple cubic lattice**

Take one orbital per site of an infinite simple cubic lattice, site energy zero and nearest-neighbour hopping −V, with V = 1 eV. The energy is −2V(cos k_x + cos k_y + cos k_z), so the band is [−6, 6] eV, a = 0 and b = 3 eV. Each hop changes sublattice. Odd moments vanish and all a_k are zero.

In units of V the even moments count closed walks. A walk with i, j, l steps forward along the three axes and as many back gives

μ_{2m} = Σ_{i+j+l=m} (2m)!/(i! j! l!)².

Thus μ₂ = 6, μ₄ = 18 + 72 = 90 and μ₆ = 60 + 1080 + 720 = 1860. Counting paths on the tridiagonal chain,

μ₂ = b₁², so b₁² = 6 eV²;
μ₄ = b₁²(b₁² + b₂²), so b₂² = 15 − 6 = 9 eV²;
μ₆ = b₁²[(b₁² + b₂²)² + b₂²b₃²], so b₃² = (310 − 225)/9 = 9.4444 eV².

Three levels omit b₃. They give μ₆ = 6 × 225 = 1350 eV⁶, too small by 6 × 9 × 9.4444 = 510 eV⁶. Their poles are 0 and ±√15 = ±3.873 eV, with weights 0.6, 0.2 and 0.2.

Forty steps were run numerically on a cube of 81 sites per side, starting at its centre, so that the boundary was not felt. For k ≤ 24 the b_k² agree to 1.1 × 10⁻¹⁴ eV² with values obtained in rational arithmetic from the walk counts. They approach 9 eV² unevenly: b₄² = 8.5556, b₅² = 9.2970, b₆² = 8.9000, b₂₀² = 9.0127 and b₄₀² = 8.9890 eV². With n = 5 and the terminator, the predicted error in μ₁₂ is b₁² … b₅²(b₆² − 9) = −4056.9 eV¹²; direct integration over the band gives the same value.

An independent density follows from the square lattice. There

−2(cos k_x + cos k_y) = −4 cos p cos q, p = (k_x + k_y)/2, q = (k_x − k_y)/2.

At fixed p, averaging over q gives 1/[π√(16cos²p − E²)]. With M = 1 − E²/16 and sin p = √M sin φ, the average over p becomes

ρ₂(E) = (1/2π²) ∫₀^{π/2} dφ/√(1 − M sin²φ),

in 1/eV with E in eV. Averaging ρ₂(E + 2cos k_z) over k_z by quadrature gives the reference density below, in 1/eV.

E = 0 eV: reference 0.1427; n = 10, 0.1448; n = 40, 0.1429
E = 2 eV: reference 0.1447; n = 10, 0.1298; n = 40, 0.1368
E = 4 eV: reference 0.04838; n = 10, 0.04833; n = 40, 0.04846

The root-mean-square error over 60 equally spaced energies from 0.05 to 5.95 eV falls from 2.2 × 10⁻³ to 6.0 × 10⁻⁴ 1/eV between n = 10 and n = 40. Pointwise errors need not fall steadily, as the values at 4 eV show. At 2 eV the density is still 5.5% low at n = 40.

**8. Singularities inside the band**

The saddle points of the band energy at ±2 eV produce square-root kinks. Their effect on the coefficients follows to first order in deviations from a uniform chain. For that chain the element between levels 0 and k is t(bt)^k, so with δH as the perturbation

δG = t²[Σ_k δa_k(bt)^{2k} + 2Σ_k δb_{k+1}(bt)^{2k+1}].

On the band bt = e^{−iθ}: the deviations are Fourier coefficients in θ. A singular part |θ − θ_v|^α, rescaled by θ − θ_v = y/m, contributes to coefficient m an oscillation of phase mθ_v and amplitude proportional to m^{−1−α}. Since m advances by 2 per level, b_k² oscillates with angular frequency 2θ_v, where E_v = a + 2b cos θ_v. The kinks have α = 1/2, which suggests an amplitude falling as k^{−3/2}.

Here cos θ_v = 2/6 and 2θ_v = 2.462 rad per level. The kink at −2 eV gives the same frequency, modulo 2π and sign. A windowed Fourier scan of k^{3/2}(b_k² − 9) for k = 10 … 40 peaks at 2.462. At E_v the omitted terms add in phase, which explains in this first-order picture why the kink converges slowly. The largest error on the energy grid at n = 40 lies at 1.95 eV.

**9. Outside the band and at its edge**

For z ≥ 6 eV a reference follows from 1/(z − E) = ∫₀^∞ e^{−(z−E)τ}dτ. Each momentum average gives a modified Bessel function I₀, so with energies in eV

G(z) = ∫₀^∞ e^{−zτ} I₀(2τ)³ dτ.

At 7 eV, bt = 3(7 − √13)/18 = 0.5657 and (bt)² = 0.3201. The error of the plain cut falls from 7.80 × 10⁻⁵ at n = 6 to 8.80 × 10⁻¹⁰ 1/eV at n = 16, a mean factor of 0.3201 per level.

At the edge, 6 eV, the reference is 0.252731 1/eV. Twenty levels give 0.246041 when cut, a relative error of 2.6%, and 0.252708 with the terminator, a relative error of about 0.01%.

**10. When the terminator is wrong**

*Wrong width.* If the assumed band is too wide, ρ̃ is positive where the true density is zero. If it is too narrow, the retained levels can have states beyond the reach of the tail. For the cubic lattice with n = 20 and b = 2.8 eV, the assumed edges are ±5.6 eV, and quadrature finds 0.0061 of the unit weight missing from the band. Diagonalising the 20 levels joined to a long uniform chain finds this weight in discrete poles outside it. These poles are false because the true spectrum there is continuous, up to the real edges at ±6 eV.

*True bound states.* A pole outside the band may also be real. Put an impurity of energy ε > 0 in an infinite chain of site energy zero and hopping −V. The first step reaches the symmetric combination of both neighbours, so a₀ = ε and b₁² = 2V²; thereafter a = 0 and b = V. With R = √(z − 2V)√(z + 2V),

2V²t = z − R, G = 1/(z − ε − 2V²t) = 1/(R − ε).

The pole is at R = ε, or E_b = √(4V² + ε²). Its weight is 1/(dR/dz) = R/z = ε/E_b. For V = ε = 1 eV this gives 2.236 eV and weight 0.447; the band integral supplies the remaining 0.553.

*Gaps.* If a_k and b_k had single limits, T would differ from a uniform chain by a compact operator. Every E = a + 2b cos θ would then stay in the spectrum: a long normalised wave packet with components proportional to e^{ikθ}, placed far out where the deviations are small, makes ‖(T − E)ψ‖ as small as desired. Outside the band only isolated eigenvalues could appear. For any η > 0 the deviations split into a finite block on the first levels and a remainder of norm below η. On vectors that vanish on the block, the expectation value of T lies within η of [a − 2b, a + 2b], so the spectrum beyond that range consists of at most finitely many eigenvalues. Single limits thus give one filled band plus isolated levels, and a gap between two bands rules them out. A dimerised chain with hoppings of magnitude 1.0 and 0.6 eV has a gap of 0.8 eV. Starting from one site of a 200-site ring, the recursion gives b₃₉² = 1.00 and b₄₀² = 0.36 eV². For a tail with a = 0 and couplings alternating as c, d, c, d, …, two partitioning steps give

g = 1/[z − c²/(z − d²g)],

and clearing the denominators,

z d²g² − (z² + d² − c²)g + z = 0.

The root that decays as 1/z, followed continuously through the upper half-plane, is the matching terminator. The order of the couplings matters: after n retained levels, c must be the limiting value of b_{n+1}, the first coupling inside the tail, and d the other value. This terminator belongs to the case treated here, two bands that are mirror images about a = 0. For two bands of unequal width the a_k and b_k in general keep oscillating without settling into two alternating values, and the formula does not apply.

Numbers in the example were calculated in double precision.
